# The capacitance window for hysteresis-free sub-thermal swing in a ferroelectric-gated transistor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the window and its derivation

### The result

A ferroelectric film, an oxide and a semiconductor lie in series under a metal gate. At the chosen bias the ferroelectric has a negative differential capacitance $C_{FE}=-|C_{FE}|$. The oxide has capacitance $C_{ox}$ and the semiconductor has $C_s>0$, all per unit area. In the model below, the state is linearly stable at fixed gate voltage and the subthreshold swing is below the thermal value $\ln(10)\,kT/q$ if and only if

$$
\frac{C_{ox}C_s}{C_{ox}+C_s}<|C_{FE}|<C_{ox}. \tag{1}
$$

The lower bound is stability; the upper bound is voltage gain. Within the window the swing is

$$
S=\ln(10)\,\frac{kT}{q}\left[1+C_s\left(\frac1{C_{ox}}-\frac1{|C_{FE}|}\right)\right]. \tag{2}
$$

Condition (1) is local, because $C_s$ and $C_{FE}$ change with bias. A whole gate sweep is free of hysteresis if the lower bound holds at every charge it passes. This second requirement is much stronger for a transistor driven into inversion, where $C_s$ is large and the lower bound approaches $C_{ox}$.

### Model and signs

Let the metal gate carry charge $+Q$ per area and the p-type semiconductor $-Q$. There is no free or trapped charge at the interface between ferroelectric and oxide, and no leakage. Gauss's law then gives the same displacement, $D=Q$, in both insulators. Fields and displacements are positive when they point from the gate to the semiconductor.

The polarization is uniform in the plane of the film. The surface potential $\psi$ is the potential of the semiconductor surface relative to its bulk. The gate voltage $V_G$ is measured from flat band, so that a work-function difference drops out. Adding the voltage drops from gate to bulk,

$$
V_G=V_{FE}+V_{ox}+\psi,\qquad V_{ox}=\frac{Q}{C_{ox}}. \tag{3}
$$

The semiconductor is in equilibrium with its contacts during the sweep, so $Q$ is a function of $\psi$, and

$$
C_s=\frac{dQ}{d\psi}>0. \tag{4}
$$

### The ferroelectric law

Take the energy per volume of the uniform film as a function of displacement:

$$
w(D)=\tfrac12 aD^2+\tfrac14 bD^4,\qquad a<0,\quad b>0. \tag{5}
$$

The field is its derivative, $E=dw/dD$. With $D=Q$ and film thickness $t$,

$$
E=aQ+bQ^3,\qquad V_{FE}=t(aQ+bQ^3). \tag{6}
$$

Using the displacement as variable, instead of the polarization, places the ordinary dielectric response of the film inside $a$ and $b$.

The two constants follow from two features of the curve. The field vanishes at nonzero charge when $a+bQ^2=0$, so the remanent charge is $Q_r=\sqrt{-a/b}$, or

$$
b=-\frac{a}{Q_r^2}. \tag{7}
$$

The field is extremal where $dE/dQ=a+3bQ^2=0$. With (7) this is $Q=\pm Q_r/\sqrt3$. At the positive root $bQ^2=-a/3$, hence

$$
E=Q(a+bQ^2)=\frac{Q_r}{\sqrt3}\left(a-\frac a3\right)=\frac{2aQ_r}{3\sqrt3}.
$$

This is negative. Its magnitude is the coercive field $E_c$ of the uniform film, and therefore

$$
a=-\frac{3\sqrt3}{2}\frac{E_c}{Q_r}. \tag{8}
$$

The differential capacitance follows from (6):

$$
\frac1{C_{FE}}=\frac{dV_{FE}}{dQ}=t(a+3bQ^2). \tag{9}
$$

It is negative for $|Q|<Q_r/\sqrt3$. In that range I write

$$
\frac1{|C_{FE}|}=t\,\kappa(Q),\qquad \kappa(Q)=-(a+3bQ^2)>0. \tag{10}
$$

A thicker film has a smaller $|C_{FE}|$, as for any capacitor, but here it gives a larger voltage of the reversed sign.

### Body factor and swing

Insert (6) in (3) to obtain the load line

$$
V_G=\psi+\frac{Q}{C_{ox}}+t(aQ+bQ^3). \tag{11}
$$

Differentiate with respect to $\psi$, using $dQ/d\psi=C_s$ in the last two terms:

$$
m\equiv\frac{dV_G}{d\psi}
=1+C_s\left[\frac1{C_{ox}}+t(a+3bQ^2)\right]
=1+C_s\left[\frac1{C_{ox}}-\frac1{|C_{FE}|}\right]. \tag{12}
$$

This is the body factor: the gate voltage that must be spent per volt of surface potential.

In the ideal subthreshold regime, at fixed small drain bias, the current follows the Boltzmann factor of the surface barrier, $I=I_0e^{q\psi/kT}$ with constant $I_0$. Then

$$
\log_{10}I=\log_{10}I_0+\frac{q\psi}{kT\ln10},
\qquad
\frac{d\log_{10}I}{d\psi}=\frac{q}{kT\ln10}.
$$

The swing is the gate voltage per decade of current:

$$
S=\frac{dV_G}{d\log_{10}I}
=\frac{dV_G/d\psi}{d\log_{10}I/d\psi}
=m\ln(10)\frac{kT}{q}. \tag{13}
$$

The ferroelectric leaves the thermal distribution of the carriers alone. It changes the voltage division, which is the factor $m$.

### The upper bound

A stable state will turn out to have $m>0$. For such a state, sub-thermal swing means $m<1$. Since $C_s>0$, (12) gives the chain

$$
m<1
\iff \frac1{C_{ox}}-\frac1{|C_{FE}|}<0
\iff \frac1{|C_{FE}|}>\frac1{C_{ox}}
\iff |C_{FE}|<C_{ox}. \tag{14}
$$

The last step takes reciprocals of positive numbers and so reverses the inequality.

The comparison with the oxide has a simple meaning. When the charge rises by $dQ$, the oxide drop grows by $dQ/C_{ox}$ and the ferroelectric drop changes by $-dQ/|C_{FE}|$. If the second is larger in magnitude, the two insulators together give voltage back, and $d\psi$ exceeds $dV_G$. A negative capacitance with $|C_{FE}|>C_{ox}$ still reduces the swing relative to the same device without the film, but not below the thermal value.

### The lower bound

Equation (11) gives equilibrium states, and some of them may be unstable. Let the charge relax at fixed gate voltage with a positive resistance $\rho$ (for unit area), which represents the losses in the polarization and the circuit:

$$
\rho\frac{dQ}{d\tau}=V_G-V(Q), \tag{15}
$$

where $\tau$ is time and $V(Q)$ is the right side of (11), with $\psi$ regarded as a function of $Q$. Put $Q=Q_0+\delta Q$ with $V(Q_0)=V_G$, and keep first order:

$$
\rho\frac{d\,\delta Q}{d\tau}=-V'(Q_0)\,\delta Q,
\qquad
\delta Q(\tau)=\delta Q(0)\,e^{-V'(Q_0)\tau/\rho}.
$$

The disturbance decays if and only if $V'(Q_0)>0$. Since $d\psi/dQ=1/C_s$,

$$
V'(Q)=\frac1{C_s}+\frac1{C_{ox}}-\frac1{|C_{FE}|}. \tag{16}
$$

Let $C_{MOS}$ be the series capacitance of oxide and semiconductor:

$$
\frac1{C_{MOS}}=\frac1{C_{ox}}+\frac1{C_s},
\qquad
C_{MOS}=\frac{C_{ox}C_s}{C_{ox}+C_s}. \tag{17}
$$

Then $V'>0$ means $1/|C_{FE}|<1/C_{MOS}$, which is

$$
|C_{FE}|>C_{MOS}. \tag{18}
$$

Together (14) and (18) are the window (1).

Energy gives the same condition. At fixed $V_G$ the relevant energy per area is

$$
G(Q)=t\,w(Q)+\frac{Q^2}{2C_{ox}}+\int_0^Q\psi(Q')\,dQ'-V_GQ.
$$

Its derivative is $G'=V(Q)-V_G$, so (15) reads $\rho\,dQ/d\tau=-G'$, and $dG/d\tau=-\rho(dQ/d\tau)^2\le0$. Stability means positive curvature, $G''=V'>0$. The ferroelectric contributes a negative curvature, and the two positive capacitors must outweigh it.

### Why gain and stability meet at one edge

By the chain rule,

$$
m=\frac{dV_G}{d\psi}=\frac{dV_G}{dQ}\frac{dQ}{d\psi}=C_sV'(Q). \tag{19}
$$

The sign of $m$ is therefore the sign that decides stability. As $|C_{FE}|$ is lowered through the window at fixed $C_s$ and $C_{ox}$, $m$ falls from 1 at $|C_{FE}|=C_{ox}$ to 0 at $|C_{FE}|=C_{MOS}$. The cases are:

- For $|C_{FE}|>C_{ox}$ the state is stable and $m>1$.
- For $C_{MOS}<|C_{FE}|<C_{ox}$ the state is stable and $0<m<1$.
- For $|C_{FE}|<C_{MOS}$ the state is unstable. The formal value $m<0$ is not a swing that a quasi-static sweep can follow.

At $|C_{FE}|=C_{ox}$ the swing equals the thermal value. At $|C_{FE}|=C_{MOS}$ linear stability is lost, and this edge too is excluded.

The approach to $m=0$ has two costs. By (19) the relaxation time is $\rho/V'=\rho C_s/m$, which grows without bound as $m\to0$ at fixed $\rho$ and $C_s$. The tolerance also shrinks. From (10) and (12), a relative thickness change $\delta t/t$ at fixed charge gives

$$
\delta m=-\frac{C_s}{|C_{FE}|}\frac{\delta t}{t}.
$$

Near the edge $C_s/|C_{FE}|\approx C_s/C_{MOS}=1+C_s/C_{ox}$. If $C_s\ll C_{ox}$, one percent in thickness moves $m$ by about 0.01, which is a tenth of the swing when $m=0.1$.

The width of the window is

$$
C_{ox}-C_{MOS}=\frac{C_{ox}(C_{ox}+C_s)-C_{ox}C_s}{C_{ox}+C_s}=\frac{C_{ox}^2}{C_{ox}+C_s}. \tag{20}
$$

It is wide for $C_s\ll C_{ox}$ and closes for $C_s\gg C_{ox}$. A wide window does not by itself mean a large gain: at fixed $C_{FE}$, (12) gives $m\to1$ as $C_s\to0$, because a ferroelectric that receives little charge returns little voltage.

### From one bias point to a sweep

Let a slow sweep cover an interval of charge. If $V'(Q)>0$ throughout, $V(Q)$ rises steadily there. The state then follows one reversible branch, and the up and down sweeps coincide apart from a lag that vanishes with the sweep rate. By (16) and (10), the condition is

$$
t\,\kappa(Q)<\frac1{C_{ox}}+\frac1{C_s(Q)}
$$

at each charge where $\kappa>0$. Where $\kappa\le0$ the film adds a nonnegative term to $V'$, and there is nothing to satisfy. Dividing by $\kappa$,

$$
t<t_{max}=\min_{Q,\ \kappa>0}\ \frac{1/C_{ox}+1/C_s(Q)}{\kappa(Q)}. \tag{21}
$$

If $t>t_{max}$, there is a stretch of charge with $V'<0$. Suppose there is one such stretch, with rising branches on both sides. On the way up the state follows the lower branch to the local maximum $V_1$ and must then jump. On the way down it follows the upper branch to the local minimum $V_2$. Since $V$ falls between them, $V_1>V_2$, and a slow sweep that passes both has a loop of width $V_1-V_2$.

The gain must be present at a subthreshold charge $Q_0$, where (14) and (10) require

$$
t>t_{min}=\frac{1}{C_{ox}\,\kappa(Q_0)}. \tag{22}
$$

A sweep with both properties needs $t_{min}<t<t_{max}$.

### How much gain a full sweep permits

A linear ferroelectric, $b=0$, shows the difficulty in closed form. Now $\kappa=|a|$ is constant, and (21) is most severe at the largest semiconductor capacitance of the sweep, $C_{s,max}$:

$$
t|a|-\frac1{C_{ox}}<\frac1{C_{s,max}}.
$$

At the subthreshold point, with capacitance $C_{s0}$, the body factor is $m=1-C_{s0}(t|a|-1/C_{ox})$. The inequality gives

$$
m>1-\frac{C_{s0}}{C_{s,max}}. \tag{23}
$$

The oxide has dropped out. A small $m$ requires a semiconductor capacitance that is nearly the same below threshold and in the on-state. An ordinary transistor does the reverse, since its capacitance rises when the inversion layer forms. With $b>0$ the bound (23) no longer applies as it stands: $\kappa$ falls as charge accumulates, and this relaxes (21) at high charge.

## Second half: a hafnia film on silicon

### Symbols and results carried over

$Q$ is the gate charge per area, $\psi$ the surface potential, $V_G$ the gate voltage from flat band and $t$ the film thickness. The ferroelectric field is $E=aQ+bQ^3$, and $1/|C_{FE}|=t\kappa$ with $\kappa=-(a+3bQ^2)$. The series value is $C_{MOS}=C_{ox}C_s/(C_{ox}+C_s)$. The body factor is $m=1+C_s(1/C_{ox}-1/|C_{FE}|)$ and the swing is $S=m\ln(10)kT/q$. The local window is $C_{MOS}<|C_{FE}|<C_{ox}$. A full sweep needs $t<t_{max}$, the minimum over charge of $(1/C_{ox}+1/C_s)/\kappa$.

### The semiconductor capacitance

Let $x$ run from the surface into p-type silicon, let $\phi(x)$ be the local potential, and put $V_T=kT/q$ and $u=\phi/V_T$. The bulk hole density is taken as the doping $N_A$ and the bulk electron density as $n_i^2/N_A=rN_A$, with $r=(n_i/N_A)^2$. With Boltzmann statistics and a neutral bulk, the charge density is $qN_A[e^{-u}-1-r(e^u-1)]$. Poisson's equation is

$$
\frac{d^2\phi}{dx^2}=\frac{qN_A}{\varepsilon_s}\left[1-e^{-u}+r(e^u-1)\right].
$$

Multiply by $2\,d\phi/dx$. The left side becomes $d[(d\phi/dx)^2]/dx$. Integrate from the bulk, where $\phi$ and its slope vanish, to the surface, where $\phi=\psi$. With $d\phi=V_Tdu$,

$$
\left(\frac{d\phi}{dx}\right)^2_{surface}=\frac{2qN_AV_T}{\varepsilon_s}F^2,
\quad
F^2=e^{-u}+u-1+r(e^u-u-1),
$$

where now $u=\psi/V_T$. Gauss's law, $Q=\varepsilon_s|d\phi/dx|$, gives for $\psi>0$

$$
Q=Q_*F,\qquad Q_*=\sqrt{2\varepsilon_sqN_AV_T}. \tag{24}
$$

Differentiating $F^2$ gives $2F\,dF/du=1-e^{-u}+r(e^u-1)$, so

$$
C_s=\frac{Q_*}{V_T}\frac{dF}{du}=\frac{Q_*}{2V_TF}\left[1-e^{-u}+r(e^u-1)\right]. \tag{25}
$$

In depletion the bracket is close to 1 and $F\approx\sqrt{u-1}$, so $C_s$ falls slowly with $\psi$. In strong inversion the electron terms dominate, $F^2\approx re^u$, and $C_s\approx Q/(2V_T)$, which grows with the charge.

The local window for a stable sub-thermal swing, the thickness limit for a sweep without hysteresis and the classical semiconductor capacitance have now been derived. It remains to evaluate them for a hafnia film on silicon, and to test the result against corrections to the swing, trapped charge and splitting into domains.
